Threshold shift from fixed charge in a gate insulator

Q: A gate insulator has picked up some fixed charge. I would divide the total charge per area by the insulator capacitance and call that the threshold shift. Why do I need to know where the charge sits?

A: Let Poisson's equation decide. Take a stack that varies along one direction, x. The gate meets the insulator at x = 0, and the insulator meets the semiconductor at x = t. The insulator holds a charge density ρ(x), in charge per volume, and has a permittivity ε(x) that may differ from layer to layer. With ψ the electrostatic potential and D the displacement,

D = −ε dψ/dx,

dD/dx = ρ.

I measure ψ from the neutral bulk of the semiconductor, far to the right. At the semiconductor surface ψ(t) = ψ_s. At the gate

ψ(0) = V_G − φ_ms,

where V_G is the gate voltage relative to the bulk and φ_ms is the work function of the gate minus that of the semiconductor, in volts. The gate is taken to be a good metal, a single equipotential with a fixed work function.

Q: Which charge goes into ρ? An electronic-structure calculation gives me a charge density that wiggles around every atom.

A: Not that one. The divergence of D counts the charge that is not part of the dielectric polarization. The response of the host, both electrons and ions, is already in the static permittivity. So ρ is the net charge of the defects: a defect in charge state +1 contributes +q, with q the elementary charge, and not the smaller screened charge found around it. I also smear the defects over planes parallel to the gate, so that ρ depends on x alone.

Q: You have a second-order equation and two potentials at the ends of the insulator. Will you solve for ψ(x)?

A: Two integrations are enough, without finding ψ(x) itself. The first uses the semiconductor as its starting point. Let Q_s be the semiconductor's total charge per area. Integrating dD/dx over the semiconductor, from its surface to the neutral bulk where D = 0, gives

0 − D(t⁺) = Q_s, so D(t⁺) = −Q_s.

Here t⁺ is a point just inside the semiconductor. A charge sheet lying on the interface counts as insulator charge, so it lies to the left of t⁺. Now integrate from a point x in the insulator up to t⁺:

D(t⁺) − D(x) = ∫ₓᵗ ρ(x′) dx′,

D(x) = −Q_s − ∫ₓᵗ ρ(x′) dx′.

The displacement at x is set by all the charge to the right of x.

Q: And the second integration?

A: The voltage across the insulator is the integral of the field, D/ε:

ψ(0) − ψ(t) = ∫₀ᵗ [D(x)/ε(x)] dx.

Insert the boundary potentials on the left and D(x) on the right:

V_G − φ_ms − ψ_s = −Q_s ∫₀ᵗ dx/ε(x) − ∫₀ᵗ [dx/ε(x)] ∫ₓᵗ ρ(x′) dx′.

The first integral on the right is the inverse of the insulator capacitance per area:

1/C_ox = ∫₀ᵗ dx/ε(x).

The second is a double integral over the triangle 0 < x < x′ < t. I took x first and let x′ run from x to t. The same triangle is covered by taking x′ first, from 0 to t, and letting x run from 0 to x′. Hence

∫₀ᵗ [dx/ε(x)] ∫ₓᵗ ρ(x′) dx′ = ∫₀ᵗ ρ(x′) [∫₀^x′ dx/ε(x)] dx′.

Call the inner bracket s(x′). Then

s(x) = ∫₀ˣ dx′/ε(x′),

V_G = φ_ms + ψ_s − Q_s/C_ox − ∫₀ᵗ ρ(x) s(x) dx.

So position does matter. Each slice of charge is multiplied by s(x), which is the inverse capacitance of the material between that slice and the gate. If ε is uniform, s(x) = x/ε, and the weight is the distance from the gate.

Q: That is a gate voltage, not a threshold shift. The surface potential and Q_s will surely change when charge is added.

A: They change if you hold V_G. A threshold is defined the other way round: one fixes the state of the semiconductor and asks which V_G produces it. A usual choice is ψ_s = 2φ_F, where φ_F = (k_B T/q) ln(N_A/n_i) for a p-type semiconductor with acceptor density N_A and intrinsic density n_i. If the doping has not changed, equal ψ_s means equal Q_s, because the semiconductor obeys the same equation with the same boundary values. Write the voltage equation for the device with charge and for the device without, both at threshold, and subtract. The terms φ_ms, ψ_s and Q_s/C_ox cancel:

ΔV_T = −∫₀ᵗ ρ(x) s(x) dx.

For uniform permittivity, with C_ox = ε/t,

ΔV_T = −(1/ε) ∫₀ᵗ x ρ(x) dx = −(1/C_ox) ∫₀ᵗ (x/t) ρ(x) dx.

Your estimate, −σ/C_ox for a total charge σ per area, is the case in which all the charge lies at x = t.

Q: I would have measured distance from the channel, since that is where the charge acts. Why is the gate the origin?

A: Look at the field that is added when the semiconductor is brought back to its former state. Subtract the two expressions for D(x) at equal Q_s:

ΔD(x) = −∫ₓᵗ ρ(x′) dx′.

For a sheet of charge σ at x₁ this is −σ between the gate and the sheet, and zero between the sheet and the semiconductor. All the added field lies on the gate side. It crosses a distance x₁, so the added voltage is −σx₁/ε. The gate supplies the whole compensating charge, since its charge per area is Q_g = D(0⁺), and this changes by −σ.

A sheet at x₁ = 0 is compensated where it stands, with no distance to cross, and needs no voltage. A sheet at x₁ = t needs the most, because its field must cross the full insulator.

Q: And the minus sign? Does it turn over for a p-channel device?

A: No. Positive charge attracts electrons to the surface, so a less positive gate gives the same state. The derivation did not use the sign of the doping. In an n-channel device with positive V_T, positive charge makes the threshold smaller. In a p-channel device with negative V_T, it makes the threshold more negative, and so larger in magnitude.

Q: Let me have numbers, with a profile that is not a sheet.

A: Take round parameters for a model device. The insulator is 10 nm thick with relative permittivity 4, which gives C_ox = 0.3542 µF/cm². It holds 10¹² positive elementary charges per cm², or σ = 0.1602 µC/cm². They are densest at the semiconductor and decay towards the gate with a length λ = 2 nm:

ρ(x) = ρ₀ exp[−(t − x)/λ].

Put y = t − x and E = exp(−t/λ). The total charge is

σ = ρ₀ ∫₀ᵗ exp(−y/λ) dy = ρ₀ λ(1 − E).

The first moment needs ∫₀ᵗ y exp(−y/λ) dy, which by parts is λ²(1 − E) − λtE. Therefore

∫₀ᵗ xρ dx = ρ₀ ∫₀ᵗ (t − y) exp(−y/λ) dy
= ρ₀ [tλ(1 − E) − λ²(1 − E) + λtE]
= ρ₀ [tλ − λ²(1 − E)].

Dividing by σ gives the centroid, the mean distance of the charge from the gate:

x̄ = t/(1 − E) − λ.

With t/λ = 5 this is 10.068 nm − 2 nm = 8.068 nm. The shift is

ΔV_T = −(σ/C_ox)(x̄/t) = −(0.1602/0.3542)(0.8068) V = −0.365 V.

Your estimate would have been −0.452 V, larger in magnitude by 24 per cent of the correct value.

Q: Does the centroid formula behave when the decay is very short or very long?

A: For λ much smaller than t, E vanishes and x̄ tends to t: the charge becomes an interface sheet. For λ much larger than t, set u = t/λ and use 1/(1 − e⁻ᵘ) = 1/u + 1/2 + u/12 + …. Since t/u = λ,

x̄ = λ + t/2 + t²/(12λ) + … − λ = t/2 + t²/(12λ) + ….

The leading term is the centroid of evenly spread charge, as it should be.

Q: What if the same profile is turned round, with its peak at the gate?

A: The centroid becomes 10 nm − 8.068 nm = 1.932 nm, and the shift is −0.4524 V × 0.1932 = −0.087 V. The amount of charge is the same, and the shift is about a quarter of the former one.

Q: I still distrust the cancellation. A real semiconductor responds nonlinearly, with depletion and inversion. Show me a threshold found without your formula.

A: Give the semiconductor a relative permittivity of 12, N_A = 10¹⁷ cm⁻³ and n_i = 10¹⁰ cm⁻³ at 300 K, and set φ_ms = 0. Let its carriers follow Boltzmann statistics:

p = N_A exp(−qψ/k_B T),

n = (n_i²/N_A) exp(qψ/k_B T).

Poisson's equation with these densities can be solved on a grid through insulator and semiconductor, by finite volumes and Newton iteration. A root search then finds the V_G at which ψ_s = 2φ_F = 0.8334 V. Without insulator charge it gives V_T = 1.309 V. With the profile that peaks at the semiconductor it gives 0.944 V. The difference is −0.365 V, as the weighted integral says.

Q: That is one definition of threshold. My group uses a fixed density of electrons in the channel.

A: For charge that is smeared into planes and does not follow the bias, any definition that refers to the state of the semiconductor gives the same shift, because the subtraction can be made at any state. In the same numerical model, require 10¹¹ electrons per cm² in the semiconductor. The threshold without charge is then 1.408 V instead of 1.309 V, but the shift is again −0.365 V. The whole curve of surface potential or electron density against V_G is displaced without changing its shape.

A threshold read from a drain current needs one more condition: the current must depend on the semiconductor state in the same way before and after. If the added charge scatters the carriers and lowers their mobility, more carriers are needed for the same current. That calls for a more positive gate in an n-channel device and a more negative gate in a p-channel device. The total shift is the sum of this displacement and the electrostatic one. Whether the two have the same sign depends on the sign of the added charge and on the channel type: for positive charge they oppose each other in an n-channel device and add up in a p-channel device.

Q: Suppose I do not readjust the gate. Does the surface potential then rise by 0.365 V?

A: By less, because the semiconductor takes part of the response. Hold V_G = 1 V in the numerical model. Without insulator charge, ψ_s = 0.604 V, and the rest of the gate voltage, 0.396 V, is −Q_s/C_ox. With the charge, ψ_s = 0.864 V and −Q_s/C_ox = 0.501 V. The voltage equation reads

0.864 V + 0.501 V − 0.365 V = 1.000 V.

The 0.365 V has been divided: 0.260 V went into the surface potential and 0.105 V into a more negative semiconductor charge. That second part is a charge of −0.105 V × 0.3542 µF/cm² = −0.037 µC/cm². The stack as a whole is neutral, so the gate charge changes by the remainder of −0.160 µC/cm², which is −0.123 µC/cm². At fixed gate voltage the compensation is shared. At fixed semiconductor state it falls to the gate alone.

Q: Modern gate stacks have more than one layer. May I keep the distance from the gate as the weight?

A: Not if the permittivities differ. Use s(x). Let the gate-side layer be 4 nm thick with relative permittivity 20, and the semiconductor-side layer 1 nm thick with relative permittivity 4. With ε₀ the vacuum permittivity, the weight at the inner interface is

s(4 nm) = 4 nm/(20ε₀) = 0.20 nm/ε₀,

and at the semiconductor it is

s(5 nm) = 0.20 nm/ε₀ + 1 nm/(4ε₀) = 0.45 nm/ε₀.

The capacitance is the inverse of the last value, 1.968 µF/cm². Put the same 10¹² charges per cm² on the inner interface. The fraction of the full effect is 0.20/0.45 = 0.444, so

ΔV_T = −(0.1602/1.968)(0.444) V = −0.036 V.

Plain distance would give the fraction 4/5 and a shift of −0.065 V, too large in magnitude by 80 per cent of the correct value. The thick layer takes up most of the distance but less than half of the inverse capacitance.

Q: And if the charge is spread evenly through both layers?

A: Average s(x) over the 5 nm. In the first layer it rises linearly from 0 to 0.20 nm/ε₀, with mean 0.10 nm/ε₀. In the second it rises from 0.20 to 0.45 nm/ε₀, with mean 0.325 nm/ε₀. Weighted by thickness, the mean is

(4 × 0.10 + 1 × 0.325)/5 nm/ε₀ = 0.145 nm/ε₀.

The fraction is 0.145/0.45 = 0.322, and the shift is −0.0814 V × 0.322 = −0.026 V. Plain distance would give one half, or −0.041 V.

Q: If the charges add up to zero, the shift must vanish at least.

A: It need not. Put a sheet −σ at x₁ and a sheet +σ at x₁ + d, in material of permittivity ε. Then

ΔV_T = −σ[s(x₁ + d) − s(x₁)] = −σd/ε.

The total charge is zero, but the first moment is not. The shift depends on the dipole per area, σd, and not on where the dipole layer sits within that material. A neutral dipole layer therefore acts like a change in φ_ms.

Q: Can I run the argument backwards and obtain the profile from a measured shift?

A: One shift gives one number, the weighted integral. In the 10 nm example, 8.07 × 10¹¹ charges per cm² placed at the semiconductor interface would shift the threshold as much as the 10¹² distributed charges do. Such an equivalent interface density is a way of stating the shift, not a count of the charges.

Varying the thickness gives more. Suppose a uniform insulator has an interface sheet σ_i at x = t and a constant volume density ρ_b, and that both stay the same as t is varied. Then

ΔV_T = −σ_i t/ε − (ρ_b/ε) ∫₀ᵗ x dx = −σ_i t/ε − ρ_b t²/(2ε).

The linear part gives the sheet and the quadratic part gives the volume density. This holds for the shift, not for the threshold itself, which also contains the linear term −Q_s t/ε. Subtract that term before reading off the sheet. If processing changes either of them along with the thickness, this separation fails.

Q: You keep saying "fixed" charge. What goes wrong if the defects can exchange electrons with the channel?

A: The voltage equation remains true at each steady state, provided ρ is the charge present in that state. What is lost is the rigid displacement. If ρ depends on ψ_s, the integral takes a different value at each point of the curve, so the curve is stretched as well as moved, and two threshold criteria can give two shifts. For a calculated defect, this means the charge state must be the one it holds at threshold. A charge state found for some other position of the Fermi level may be the wrong input.

Q: And if the gate is doped polycrystalline semiconductor instead of a metal?

A: Then the gate can be depleted near the insulator, and a voltage V_d(Q_g) drops inside it. This adds to the right-hand side of the voltage equation. At equal semiconductor state the gate charge still changes from Q_g to Q_g − σ, with σ the total insulator charge, so

ΔV_T = −∫₀ᵗ ρ s dx + V_d(Q_g − σ) − V_d(Q_g).

The extra terms depend on the total charge and not on its position. Even charge lying at x = 0 then shifts the threshold, because the gate must change its own charge to compensate it. For an ideal metal V_d is zero and the earlier result returns. In a real metal the field still enters a small fraction of a nanometre. The voltage this costs is small beside the 0.365 V of the 10 nm example, but it need not be small beside the few hundredths of a volt found for the thin layered stack.

Q: What about the smearing into planes? Ten to the twelve per cm² sounds dense, but the charges are still points.

A: At that density each charge has an area of 10⁻¹² cm², or 100 nm², so on a regular square lattice the spacing would be 10 nm. This is as large as the thickness of the thicker insulator here and twice that of the layered one. If the charges are placed at random and most lie close to the channel, as in the 10 nm example, the surface potential beneath them can vary by more than k_B T/q, which is 26 mV at 300 K. The voltage equation still holds for potentials and charges averaged over the plane. But if the surface potential is uneven, an equal average of ψ_s no longer means an equal average of Q_s, because the semiconductor responds nonlinearly. The one-dimensional formula for the threshold shift therefore needs a nearly uniform surface potential, and the voltages worked out above are those of smeared charge, from which a device with random point charges can depart. In the 10 nm example the departure can be several tens of millivolts, and it depends on the criterion. Electrons gather in the wells beneath the charges, so a fixed electron density is reached at a lower gate voltage than with smeared charge. At a fixed average ψ_s those extra electrons make Q_s more negative, so that state needs a higher gate voltage. The two criteria then no longer give the same shift. It does not give the spread between small devices that happen to hold different numbers of charges, nor the current that finds its way through an uneven potential. It also leaves out the lateral field of the drain, which matters when the channel is short. For a wide, long device with an ideal metal gate, unchanged doping, charge that does not follow the bias and a nearly uniform surface potential, the weighted integral is the electrostatic threshold shift. A threshold read from the current also contains the effect of any change in mobility.
